# Maximum Height Error in Slope-Driven Profile Evolution Never Grows

## 1. Result

Let $h(x,t)$ be the height of a surface, measured outward from the solid, with period $L$ in $x$. Suppose that its vertical velocity depends only on the local slope:

$$h_t+H(h_x)=0. \qquad (1)$$

Subscripts denote derivatives, $H$ is a continuous function with the unit of velocity, and $H>0$ means etching. If $u$ and $v$ are two continuous, $L$-periodic viscosity solutions of (1) with the same $H$ on $0\le t\le T$, then

$$M(t)=\max_x|u(x,t)-v(x,t)|\quad\text{satisfies}\quad M(t)\le M(s)\ \text{ for } s\le t. \qquad (2)$$

Let $u$ start from the true profile and $v$ from a measured one that is wrong by at most $\delta$ anywhere. The predicted height is then wrong by at most $\delta$ at every later time, as far as the starting error is concerned. Errors in $H$ are a separate matter, treated in section 5.

## 2. What a viscosity solution is

Etched profiles develop kinks, where $h_x$ does not exist and (1) cannot be read literally. The equation is therefore imposed on smooth functions that touch the profile. A continuous $h$ is a viscosity solution if, at every point with $0<t<T$, two conditions hold for smooth $\varphi$:

- if $\varphi$ touches $h$ from above ($\varphi\ge h$ nearby, with equality at the point), then $\varphi_t+H(\varphi_x)\le0$ there;
- if $\varphi$ touches $h$ from below, then $\varphi_t+H(\varphi_x)\ge0$ there.

Where $h$ is smooth, $\varphi$ has the same first derivatives as $h$, and the two conditions together give (1). At a kink they select which kinks are admissible.

These conditions cannot be replaced by the demand that (1) hold almost everywhere. Take isotropic etching, $H(p)=R\sqrt{1+p^2}$ with normal etch rate $R$, and use the etched distance $D=Rt$ as the time variable. A flat surface should simply sink, $h=-D$. But for any $s>0$ the function

$$g=\min\left(-D,\ s|x|-D\sqrt{1+s^2}\right)$$

also starts flat, and each of its straight pieces obeys $g_D=-\sqrt{1+g_x^2}$. It describes a groove that opens from nothing, with depth $D(\sqrt{1+s^2}-1)$. For $s=0.3$ and $D=1600$ nm this is 70 nm, although the initial difference from the flat solution was zero.

The second condition excludes it. At the bottom, $\varphi=-D\sqrt{1+s^2}$ touches $g$ from below with $\varphi_x=0$, and $\varphi_D+\sqrt{1+\varphi_x^2}=1-\sqrt{1+s^2}<0$.

## 3. Proof of the comparison principle

Fix $s<T$ and let $m=\max_x[u(x,s)-v(x,s)]$. We show that $u-v\le m$ at all later times. By continuity it is enough to treat times below $T$.

**Assume the contrary.** Then for some $x_1$ and $s<t_1<T$ we have $u(x_1,t_1)-v(x_1,t_1)=m+2\sigma$ with $\sigma>0$. Since $u$ and $v$ may both have kinks at the same place, we give them separate variables and penalize the separation:

$$F=u(x,t)-v(y,\tau)-\frac{(x-y)^2}{2\varepsilon}-\frac{(t-\tau)^2}{2\varepsilon}-\frac{\eta}{T-t},\qquad \eta=\sigma(T-t_1).$$

Here $s\le t<T$ and $s\le\tau\le T$. The two $\varepsilon$'s carry the units that make each term a length; their numerical values tend to zero together.

**A maximum exists.** Shifting $x$ and $y$ together by $L$ leaves $F$ unchanged, so $x$ may be kept in one period. Moreover $F\to-\infty$ when $|x-y|\to\infty$ or $t\to T$. Let the maximum lie at $(x,y,t,\tau)$. Choosing $x=y=x_1$, $t=\tau=t_1$ shows that

$$F_{\max}\ge m+2\sigma-\sigma=m+\sigma. \qquad (3)$$

**The maximum is at interior times.** Since $u$ and $v$ are bounded, (3) bounds the sum of the three penalties by a constant $C$ independent of $\varepsilon$. Hence $|x-y|$ and $|t-\tau|$ are at most of order $\sqrt{\varepsilon}$, and $T-t\ge\eta/C$. Let $\varepsilon\to0$ along a sequence for which the maximum points converge. Then $x,y\to\bar x$ and $t,\tau\to\bar t<T$, and (3) gives $u(\bar x,\bar t)-v(\bar x,\bar t)\ge m+\sigma$. This excludes $\bar t=s$, where the difference is at most $m$. So for small $\varepsilon$ both $t$ and $\tau$ lie strictly between $s$ and $T$.

**Use the two conditions.** Write

$$p=\frac{x-y}{\varepsilon},\qquad a=\frac{t-\tau}{\varepsilon}.$$

With $y,\tau$ held fixed, $u$ minus the penalties is maximal. The penalties, plus a constant, therefore touch $u$ from above. Their $x$-derivative is $p$ and their $t$-derivative is $a+\eta/(T-t)^2$, so

$$a+\frac{\eta}{(T-t)^2}+H(p)\le0. \qquad (4)$$

With $x,t$ held fixed, $v(y,\tau)+(x-y)^2/2\varepsilon+(t-\tau)^2/2\varepsilon$ is minimal. Hence $-(x-y)^2/2\varepsilon-(t-\tau)^2/2\varepsilon$, plus a constant, touches $v$ from below. Its $y$-derivative is $+p$ and its $\tau$-derivative is $+a$, because each square yields one minus sign from its inner derivative and one from its prefactor. Thus

$$a+H(p)\ge0. \qquad (5)$$

Subtracting (5) from (4) leaves $\eta/(T-t)^2\le0$, which is false. Therefore $\max(u-v)$ does not increase. Exchanging $u$ and $v$ gives the same for $\max(v-u)$, and (2) follows. $\square$

The slope-only form enters at the subtraction: $H$ is evaluated at the same $p$ in both lines and cancels, although $x\ne y$ and $u\ne v$. Convexity of $H$ is not needed. If the rate depends on height, the conclusion can fail. For flat surfaces obeying $h_t=ch$ with $c>0$, the difference of two heights grows as $e^{ct}$.

A numerical trial used the nonconvex $H(p)=-\cos(p+1)$ in dimensionless units. Five profiles of period 2, four of them displaced from the first by up to 0.3, were evolved to $t=1$, past kink formation, with a high-order scheme that does not enforce (2) by construction. At ten evenly spaced times, no signed maximum difference had risen by more than $1.3\times10^{-5}$, while for one pair $M$ fell to 22% of its initial value.

## 4. When the error stays constant and when it falls

The bound cannot be improved in general. If $u$ solves (1), so does $u+c$ for constant $c$, and the difference $|c|$ lasts for ever.

More is true while both solutions are smooth. Let $w=u-v$ be largest at $x_*$ at time $t$. There $w_x=0$, so $u_x=v_x$ and

$$w_t=-H(u_x)+H(v_x)=0.$$

At a slightly later time $t+\Delta$ the maximum is at least $w(x_*,t+\Delta)=w(x_*,t)+o(\Delta)$. The right-hand rate of change of $\max w$ is thus nowhere negative, and this continuous function cannot decrease. By section 3 it cannot increase either. The same holds for $\max(-w)$, so $M$ is constant until a kink forms.

Characteristics show what happens next. For smooth $H$, differentiating (1) in $x$ gives $p_t+H'(p)p_x=0$ for $p=h_x$. Along a path with $\dot x=H'(p)$ the slope is therefore constant, and the height changes at the rate

$$\dot h=h_t+h_x\dot x=-H(p)+pH'(p).$$

At an extremum of the initial error the two profiles have equal slopes. Their characteristics from that point coincide and their heights change equally, so the error is carried along unchanged. It can be lost when the path runs into a kink, where that piece of profile disappears.

## 5. Slopes and errors in the etch rate

**Slopes do not steepen beyond their initial maximum.** The translate $u(x+b,t)$ also solves (1). If $|u(x+b,0)-u(x,0)|\le K|b|$ for all $x$ and $b$, then (2), applied to $u$ and its translate, preserves this inequality.

**Different rate laws.** Let $u$ evolve with $H_1$ and $v$ with $H_2$. Let $v$ have slopes bounded by $K$, and let $|H_1-H_2|\le E$ for $|p|\le K$. Suppose $\varphi$ touches $v+Et$ from below. Then $\varphi-Et$ touches $v$ from below, its slope obeys $|\varphi_x|\le K$, and $\varphi_t-E+H_2(\varphi_x)\ge0$. Hence

$$\varphi_t+H_1(\varphi_x)\ge E+H_1(\varphi_x)-H_2(\varphi_x)\ge0.$$

So $v+Et$ satisfies the from-below condition for $H_1$, which is all that section 3 required of the second function. In the same way $v-Et$ satisfies the from-above condition. Therefore

$$M(t)\le M(0)+Et. \qquad (6)$$

A measurement error is not amplified, but a rate error may accumulate linearly with time.

**The bound concerns heights.** The slopes of $u$ and $v$ can come to differ strongly when their kinks lie at slightly different positions, as the example shows.

## 6. Isotropic etching: an explicit solution

A surface inclined at angle $\theta$, with $\tan\theta=h_x$, recedes by $R$ per unit time along its normal. Its vertical recession is $R/\cos\theta=R\sqrt{1+h_x^2}$. In terms of $D=Rt$ the solution is

$$h(x,D)=\min_{|q|\le1}\left[h_0(x-Dq)-D\sqrt{1-q^2}\right]. \qquad (7)$$

Geometrically, each initial surface point removes a disc of radius $D$, and the new surface is the lower envelope.

To prove (7), first note that etching by $D_1$ and then $D_2$ equals etching by $D_1+D_2$. Two displacement vectors of lengths $D_1$ and $D_2$ add to one of length at most $D_1+D_2$, with equality when they are parallel, so two steps reach the same lowest envelope as one. For a last small step $r$ this reads

$$h(x,D)=\min_{|q|\le1}\left[h(x-rq,D-r)-r\sqrt{1-q^2}\right].$$

If $\varphi$ touches $h$ from above at $(x,D)$, replacing $h$ by $\varphi$ on the right can only raise it. For every $q$, dividing by $r$ and letting $r\to0$ gives

$$\varphi_D+q\varphi_x+\sqrt{1-q^2}\le0.$$

The largest value of $qp+\sqrt{1-q^2}$, the scalar product of $(p,1)$ with a unit vector, is $\sqrt{1+p^2}$. So $\varphi_D+\sqrt{1+\varphi_x^2}\le0$. If $\varphi$ touches from below, take the minimizing $q$ for each $r$. The inequality is reversed, up to a term vanishing with $r$, and

$$0\le\varphi_D+q\varphi_x+\sqrt{1-q^2}+o(1)\le\varphi_D+\sqrt{1+\varphi_x^2}+o(1).$$

Both conditions hold.

**Deep etching.** No value in (7) is below $\min h_0-D$, and $q=0$ at the lowest initial point attains it. Hence $\min h=\min h_0-D$. Two functions differing by at most $M$ have minima differing by at most $M$, so

$$|\min u_0-\min v_0|\le M(D)\le M(0). \qquad (8)$$

Every $x$ is within $L/2$ of a lowest initial point. For $D\ge L/2$, (7) therefore gives

$$0\le h+D-\min h_0\le D-\sqrt{D^2-L^2/4}\le\frac{L^2}{4D}.$$

As $D\to\infty$ the profile flattens and $M$ tends to the lower bound in (8). What survives is the error in the height of the deepest point.

## 7. Example: germanium etched by atomic fluorine

The etching is by neutral atoms, with volatile GeF₄ as the assumed product, so redeposition is left out. The temperature is 300 K, the fluorine pressure 5 mTorr and the reaction probability per arriving atom $\gamma=0.01$, a round choice. The arrival flux $\Phi=P/\sqrt{2\pi m k_BT}$ is $2.33\times10^{18}$ cm⁻² s⁻¹. With four F atoms per Ge atom and $n=4.41\times10^{22}$ cm⁻³,

$$R=\frac{\gamma\Phi}{4n}=\frac{0.01\times2.33\times10^{18}}{4\times4.41\times10^{22}}\ \text{cm/s}=1.32\ \text{nm/s}.$$

Etching 1600 nm takes 20 minutes.

The true profile is $u_0=A\cos kx$ with $A=120$ nm and $k=2\pi/(2000\ \text{nm})$; its steepest slope is $Ak=0.377$. The measured profile is

$$v_0=u_0+2.5\ \text{nm}+(2.5\ \text{nm})\cos[k(x-250\ \text{nm})],$$

so the largest error is 5 nm, at $x=250$ nm.

**Kink formation.** Here $H'(p)=p/\sqrt{1+p^2}$, and a characteristic from $x_0$ reaches $x=x_0+DH'(u_0'(x_0))$. Neighbouring paths first meet when

$$1+\frac{D\,u_0''}{(1+u_0'^2)^{3/2}}=0.$$

This happens at the crest, where $u_0''=-Ak^2$ and the slope is zero. Thus $D=1/(Ak^2)=844$ nm, the crest's radius of curvature. The measured profile is also a cosine plus a constant, with its crest at 4.6 nm, and forms a kink at 832 nm.

**Loss of the extremal error.** At $x_0=250$ nm both profiles have slope $-0.377\sin(\pi/4)=-0.2666$, so $|H'|=0.2666/\sqrt{1+0.2666^2}=0.2576$. The point moves left and meets the measured kink, which symmetry holds at 4.6 nm, after

$$D=\frac{250-4.6}{0.2576}\ \text{nm}\approx953\ \text{nm}.$$

The maximum error computed from (7) follows this account:

| Etched distance (nm) | Largest error (nm) |
|---:|---:|
| 0 | 5.0 |
| 800 | 5.0 |
| 1200 | 4.7 |
| 1600 | 3.9 |

At 0.98 times the absorption distance the error is still 5.00 nm. The lower bound (8) is 0.72 nm, so much of the error could still disappear with deeper etching.

The largest slope difference, meanwhile, rises from 0.008 to 0.75. Between the crests at 0 and 4.6 nm one profile already descends while the other still rises. A small height error therefore gives no assurance about facet angles near a crest.

## 8. The model beside a real etch

The pressure, $\gamma$ and energies used here are rough or chosen values. Changing $R$ rescales the times but leaves the table, which is in etched distance, unchanged. The effects of other assumptions are estimated here for 1600 nm of etching.

- **Crystal anisotropy.** Multiplying the rate by an assumed $1-0.05\sin^2 2\theta$ shifts the predicted profile by up to 37 nm. The law still depends on slope alone, so (2) holds if both profiles use it; their largest difference is then about 4.8 nm (the 5 nm grid of the numerical solution, which smears the crest kink, gives 4.74 nm). It falls less than in the isotropic case. For small slopes this $H$ has $H''(0)=1-8(0.05)=0.6$ instead of 1, so characteristics approach the crest more slowly.
- **Temperature.** With a rough activation energy of 0.1 eV and fixed arrival flux, 1 K changes the rate by 1.3%. If the prediction from the measured profile uses the lower rate, the largest error becomes 26 nm; (6) allows 27 nm.
- **Curvature.** Let the rate follow the full change of surface chemical potential, the strongest response for a given surface energy, and take a rough surface energy of 1 J/m². This shifts the profile by about 7 nm and leaves a measurement error of 3.6 nm. The shift grows roughly in proportion to the surface energy, to about 11 nm for 1.5 J/m². Such a rate is not slope-only, so section 3 does not cover it.
- **Fluorine supply.** At most a fraction $C=0.052$ of diffuse directions is blocked on the starting profile. Unreacted atoms are assumed to be re-emitted diffusely, without recombining to F₂ on the surface; they then replace most of the blocked flux. At the point of lowest flux $\Phi_m$, $\Phi_m\ge(1-C)\Phi+(1-\gamma)C\Phi_m$, so the relative deficit is at most $\gamma C/(1-C+\gamma C)$. If the initial blocking persisted, this would amount to 0.9 nm. At a total pressure of 100 mTorr the mean free path is about 200 periods, so gas collisions within the relief are negligible.

Masks, and ions or atoms that are shadowed or reflected by other parts of the relief, make the rate depend on position or on distant parts of the surface, and (2) is then not guaranteed. The model also leaves out local rate variations from defects, dopants, oxide residue or an uneven fluorinated layer, which can roughen a real surface however well it was measured. For shallow relief under a common slope-only law, a height measurement accurate to 5 nm everywhere contributes at most 5 nm to the error of the prediction. In this example, a 1 K mismatch in one prediction matters more. The computed values are collected in the numerical output.

## Computed results

```
Nonconvex test: largest rise of signed maximum = 1.30e-05
Nonconvex test: one-cell kink tolerance = 1.25e-02
Nonconvex test: smallest final/initial max = 0.224
Monotone-scheme gaps, 200 and 1600 cells = 0.0280, 0.0034
Temperature = 300 K
F pressure, total pressure = 5, 100 mTorr
Reaction probability per F = 0.01
Ge density = 5.32 g/cm3
Ge molar mass = 72.6 g/mol
Ge atom density = 4.413e+22 cm^-3
F arrival flux = 2.326e+18 cm^-2 s^-1
Normal etch rate = 1.318 nm/s
Etch time for final depth = 20.2 min
Period, amplitude = 2000, 120 nm
Error offset, bow, peak position = 2.5, 2.5, 250 nm
Steepest true slope = 0.3770
Etched distance 0 nm: largest error = 5.000 nm
Etched distance 400 nm: largest error = 5.000 nm
Etched distance 800 nm: largest error = 5.000 nm
Etched distance 1200 nm: largest error = 4.654 nm
Etched distance 1600 nm: largest error = 3.875 nm
Kink onset, true and measured = 844.3, 832.0 nm
Measured crest position = 4.62 nm
Characteristics at 700 nm: error = 5.0000 nm
Extremal point absorbed at etched distance = 952.6 nm
Error at 0.98 and 1.20 of that distance = 5.000, 4.763 nm
Lower bound from profile minima = 0.719 nm
Largest slope difference, start and end = 0.00785, 0.746
PDE-formula gap, all and away from crest = 0.540, 0.00006 nm
False groove: side slope = 0.3, depth = 70.45 nm
Largest blocked diffuse fraction = 5.21 %
F depletion bound times final depth = 0.879 nm
Gas molecule diameter = 0.4 nm
Gas mean free path / period = 219
Surface energy = 1.0 J/m2
Capillary length = 5.47 nm
Curvature estimate: profile shift = 6.83 nm
Curvature estimate: largest error = 3.610 nm
Assumed crystal anisotropy = 5 %
Anisotropy: profile shift, bound = 36.62, 37.26 nm
Anisotropy: largest measurement error = 4.742 nm
Activation energy = 0.10 eV
Rate change for 1 K = 1.289 %
Measurement plus rate error, bound = 25.91, 27.05 nm
```
